Minimum entropy production is not a general law of steady states

Suppose that the temperature in the middle of a metal bar is wanted, with one end held at 600 K and the other at 300 K, and that it is found by making the entropy production as small as possible. For constant thermal conductivity the answer is 424 K. Fourier's law with energy conservation gives 450 K. The first answer is not a slightly different description of the same state. In the steel bar worked out below, it would mean that 141 W flows in at the hot end and only 71 W flows out at the cold end, so the bar heats up and the state does not last.

The belief behind the wrong answer is that a system held out of equilibrium by fixed constraints settles into the state of least entropy production compatible with them. It deserves a fair hearing, because under stated conditions it is a theorem.

**Where the belief is true**

Let fluxes J_i be driven by forces X_i through linear laws,

J_i = Σ_j L_ij X_j,

with entropy production

σ = Σ_i J_i X_i = Σ_ij L_ij X_i X_j.

Assume that the coefficients L_ij are constant, that L_ij = L_ji (Onsager symmetry), and that L is positive definite, so that σ > 0 unless all forces vanish. Some forces are held fixed by reservoirs and the others are free. A quantity whose force is free has no outside supply, so in a steady state its flux must vanish: J_k = 0 for every free k.

Now vary σ with respect to a free force X_k. It occurs in the double sum once as X_i and once as X_j, hence

∂σ/∂X_k = Σ_j L_kj X_j + Σ_i L_ik X_i = Σ_j (L_kj + L_jk) X_j = 2 J_k.

The last step uses symmetry. Setting the derivative to zero is therefore the same as setting the free fluxes to zero. These equations have one solution X*, because the block of L that belongs to the free forces is itself positive definite and so invertible. To see that it is a minimum, put X = X* + δ, where δ has free components only:

σ(X) = σ(X*) + 2 Σ_k δ_k J_k* + Σ_kl L_kl δ_k δ_l.

The middle term vanishes because J_k* = 0, and the last is positive for δ ≠ 0.

The approach to the steady state fits the same picture. Let a_i be the deviations of the state variables from equilibrium, with entropy S = S₀ − ½ Σ_ij g_ij a_i a_j, where g is constant, symmetric and positive definite. The forces are X_i = ∂S/∂a_i = −Σ_j g_ij a_j. Write f for the fixed set and r for the free set. Since X_f does not change,

0 = g_ff da_f + g_fr da_r, so da_f = −g_ff⁻¹ g_fr da_r.

Inserting this in dX_r = −g_rf da_f − g_rr da_r gives

dX_r = −G da_r, G = g_rr − g_rf g_ff⁻¹ g_fr.

The matrix G is positive definite. For any v ≠ 0 take the vector w with parts w_f = −g_ff⁻¹ g_fr v and w_r = v. Then g w has parts 0 and G v, so v·Gv = w·gw > 0. With da_r/dt = J_r,

dσ/dt = 2 J_r·dX_r/dt = −2 J_r·G J_r ≤ 0.

Entropy production falls until the free fluxes are gone. A principle that selects the steady state and also gives the direction of approach looks like a law of nature, and this is what tempts one to drop its conditions.

A two-force case shows the theorem at work. In dimensionless units take L₁₁ = 2, L₁₂ = L₂₁ = 1, L₂₂ = 3 and fix X₁ = 1. One may think of a fixed thermal force and a free electrical one, in which case J₂ = 0 means open circuit. Then

σ = 2 + 2X₂ + 3X₂²,

which is least at X₂ = −1/3, where σ = 1.667 and J₂ = 1 + 3X₂ = 0.

**What each condition does**

Keep the same σ but make the coefficients unequal: L₁₂ = 1.5 and L₂₁ = 0.5. Such an antisymmetric part can appear in a magnetic field. It cancels in σ, because X₁X₂ is multiplied by L₁₂ + L₂₁ = 2 as before, so the minimum is still at X₂ = −1/3. The flux, however, is now

J₂ = 0.5 + 3X₂ = −0.5

at that point. The steady state J₂ = 0 lies at X₂ = −1/6, where σ = 2 − 1/3 + 1/12 = 1.75, above the minimum. The function being minimised does not contain the information that fixes the steady state.

If instead L stays symmetric but depends on the forces, the derivative acquires another term,

∂σ/∂X_k = 2J_k + Σ_ij (∂L_ij/∂X_k) X_i X_j,

and J_k = 0 no longer makes it vanish in general. Ordinary heat conduction fails for a reason of this kind: its coefficient depends on the state.

**The Onsager coefficient of heat conduction**

Consider a bar of length ℓ and cross-section A, with x = 0 at the hot end T_h and x = ℓ at the cold end T_c. No heat passes through its sides, no electric current flows, and each slice is in local equilibrium. A prime denotes d/dx, q is the heat flux density and C the heat capacity per volume. Energy conservation reads C ∂T/∂t = −q′. The entropy density s obeys ∂s/∂t = (C/T) ∂T/∂t, so

∂s/∂t = −q′/T = −(q/T)′ + q (1/T)′.

The first term on the right is the inflow of entropy carried by heat. The second is production. The force conjugate to q is thus (1/T)′ = −T′/T², and Fourier's law becomes

q = −κT′ = κT² (1/T)′.

The Onsager coefficient is κT², not κ. The total production in the bar is

P = A ∫ q (1/T)′ dx = A ∫ κ (T′/T)² dx,

with all x-integrals running from 0 to ℓ. A constant κ, the simplest assumption in Fourier's law, means a coefficient that varies as T².

Were κT² = L constant, the theorem would hold. With y = 1/T, P = A∫L y′² dx. Write y = y₀ + η, where y₀ is linear with the correct end values and η vanishes at the ends. The cross term 2L y₀′ ∫η′ dx is zero, so P is least for η = 0. The steady condition, that L y′ be the same everywhere, also gives y = y₀. For ends at 600 K and 300 K both routes put the midpoint at 400 K, the harmonic mean.

**The smallest counterexample**

Place one block at temperature T between the two reservoirs, joined to each by the same constant conductance K. The heat currents are K(T_h − T) in and K(T − T_c) out. They balance at T = (T_h + T_c)/2. The production in the two links is

P/K = (T_h − T)(1/T − 1/T_h) + (T − T_c)(1/T_c − 1/T).

The first product is T_h/T + T/T_h − 2 and the second is T/T_c + T_c/T − 2. Together,

P/K = (T_h + T_c)/T + T (T_h + T_c)/(T_h T_c) − 4.

The derivative −(T_h + T_c)/T² + (T_h + T_c)/(T_h T_c) vanishes at

T = √(T_h T_c).

The balance is at the arithmetic mean, 450 K, and the minimum at the geometric mean, 424 K. At the minimum the block is nearer to the cold reservoir, so it receives more heat than it gives up, and it warms.

**The bar with constant conductivity**

Let w = ln T and u = ln(T_h/T_c). Then P = κA∫w′² dx, and since w falls by u along the bar, the mean of w′ is −u/ℓ. Write w′ = −u/ℓ + φ with ∫φ dx = 0. The cross term drops out:

P = κA u²/ℓ + κA ∫ φ² dx.

The minimum is reached for φ = 0 and for no other profile:

T = T_h e^(−ux/ℓ), P_min = κA u²/ℓ.

The steady state has κT″ = 0, hence T′ = −ΔT/ℓ with ΔT = T_h − T_c. Changing the variable by dx = −(ℓ/ΔT) dT, and reversing the limits to absorb the sign,

P_steady = κA (ΔT/ℓ) ∫ dT/T² = κA (ΔT/ℓ)(1/T_c − 1/T_h) = κA ΔT²/(ℓ T_h T_c),

where the temperature integral runs from T_c to T_h. This is the steady heat current times the difference of inverse temperatures, as it must be when the bar itself no longer changes.

For numbers, take a bar 20 mm long with a section of 20 mm × 20 mm and κ = 17 W/(m K), a rough value for austenitic stainless steel in this range. Then

κA/ℓ = 17 × 4.0×10⁻⁴ / 0.020 = 0.340 W/K, u = ln 2 = 0.69315,
P_min = 0.340 × 0.69315² W/K = 163.4 mW/K,
P_steady = 0.340 × 300²/(600 × 300) W/K = 170.0 mW/K.

The steady state produces 4.1 % more entropy than the minimum.

The heat current explains why the minimum cannot last. For the exponential profile it is

−κA T′ = (κA u/ℓ) T,

proportional to the local temperature. It is 0.340 × 0.6931 × 600 = 141.4 W at the hot end and 70.7 W at the cold end, against a uniform 102 W in the steady state. To hold the exponential profile one would have to remove the difference,

κA u ΔT/ℓ = 70.7 W,

through the sides, by means that are not part of the problem. The minimisation allowed any profile with the right end temperatures, whether or not it conserved energy. Nor does it help to demand a uniform heat current as an extra constraint: for constant κ that already leaves the linear profile alone, and nothing remains to be minimised.

**Why the failure is easy to overlook**

The ratio of the two productions depends on u alone. Since ΔT²/(T_h T_c) = T_h/T_c + T_c/T_h − 2 = e^u + e^(−u) − 2 = 4 sinh²(u/2),

P_steady/P_min = [sinh(u/2)/(u/2)]² = 1 + u²/12 + …

With the cold end at 300 K, the excess over the minimum is 0.009 % for a hot end at 310 K, 0.69 % at 400 K and 4.1 % at 600 K. The leading term u²/12 gives 0.009 %, 0.69 % and 4.0 %. Near equilibrium the principle is thus correct to leading order, because κT² hardly varies along the bar.

The profile is less forgiving. The midpoints differ by

(T_h + T_c)/2 − √(T_h T_c) = ½(√T_h − √T_c)².

Dividing by ΔT = (√T_h − √T_c)(√T_h + √T_c) gives

½ (√T_h − √T_c)/(√T_h + √T_c) = ½ tanh(u/4) ≈ u/8 for small u.

The error in the profile, relative to the applied difference, is of first order in u, while that in the production is of second order, as expected near a minimum, where the function is flat. In the example the midpoint error is 25.7 K, or 8.6 % of 300 K, although the productions differ by 4.1 %. Close agreement in P is therefore weak evidence that the profile is right.

**Which conductivities obey the principle**

Let κ(T) be any continuous positive function of temperature alone. In the steady state the current I is uniform. Integrating I dx = −κA dT along the bar gives I = (A/ℓ)∫κ dT, with temperature integrals again from T_c to T_h. Since P = I ∫(1/T)′ dx = I(1/T_c − 1/T_h),

P_steady = (A/ℓ) ∫κ dT ∫dT/T².

For the minimum, define z(T) by dz = √κ dT/T. Then P = A∫z′² dx, and the argument used for ln T shows that z must be linear in x:

P_min = (A/ℓ) (∫ √κ dT/T)².

The Cauchy–Schwarz inequality, applied to the functions √κ and 1/T, states that

(∫ √κ · (1/T) dT)² ≤ ∫κ dT ∫dT/T²,

with equality if and only if √κ is proportional to 1/T. The minimising profile is unique, so the two profiles coincide if and only if κT² is constant between T_c and T_h. For a uniform bar whose conductivity depends on temperature alone, κ proportional to 1/T² is thus the only case in which the principle holds.

**Entropy production can rise on the way to the steady state**

A weaker belief might survive: that entropy production at least decreases as the steady state is approached. For constant κ and C this fails too. Let D = κ/C. The end temperatures are fixed, so ∂w/∂t = 0 there, and integration by parts gives

dP/dt = 2κA ∫ w′ (∂w/∂t)′ dx = −2κA ∫ w″ (∂w/∂t) dx.

With ∂w/∂t = (∂T/∂t)/T = D T″/T,

dP/dt = −2κDA ∫ (ln T)″ (T″/T) dx.

Start from the exponential profile, for which T″ > 0. The rate ∂T/∂t = D T″ itself obeys the heat equation, with value zero at the ends for t > 0, so by the maximum principle it never becomes negative. For the other factor let v = w″. From T″/T = w″ + w′² we have ∂w/∂t = D(w″ + w′²), and two differentiations give

∂v/∂t = D(v″ + 2w′v′ + 2v²).

Initially v = 0. At the ends T″ = 0 for t > 0, so v = −w′² < 0 there. Since v = 0 solves the same equation, the maximum principle keeps v ≤ 0. The integrand is nowhere positive, and P never falls.

With a rough heat capacity of 4.0 MJ/(m³ K), the slowest relaxation time ℓ²/(π²D) is 9.5 s. P climbs from 163.4 mW/K to 164.5 after 4.8 s, 166.1 after 9.5 s and 169.4 after 28.6 s, on its way to 170.0 mW/K.

A second start shows that P need not even change in one direction. Take the profile with 1/T linear. Replacing T by 1/T changes the sign of ln T and leaves w′² alone, so its production is that of a linear profile with end values 1/T_h and 1/T_c:

(κA/ℓ)(1/T_c − 1/T_h)² T_h T_c = κA ΔT²/(ℓ T_h T_c),

the same as P_steady. At first P falls, because here T″ = 2T′²/T and (ln T)″ = T″/T − (T′/T)² = (T′/T)², both positive. The computed P drops from 170.00 to 163.45 mW/K at about 6.5 s, against a minimum of 163.35 mW/K, and then returns towards 170.00. The bar starts and ends with the same entropy production, in two different states, and passes close to the minimum without stopping.

A quantity that does decrease is ∫T′² dx. Its rate of change is

−2 ∫ T″ (∂T/∂t) dx = −2D ∫ T″² dx ≤ 0,

and its minimum at fixed ends is the linear profile. The steady state thus has a variational principle, but the integrand lacks the factor 1/T² that would make it an entropy production.

**How far a real steel bar departs from the model**

The main assumption that stainless steel breaks is constant κ. With a rough slope of 0.016 W/(m K²), κ runs from 14.6 W/(m K) at 300 K to 19.4 W/(m K) at 600 K. The steady midpoint then moves to 460.5 K and that of least production to 429.5 K. P_steady stays at 170.0 mW/K, because the mean of κ over the temperature range is still 17 W/(m K), while P_min drops to 160.4 mW/K. The excess grows from 4.1 % to 6.0 %, so the correction enlarges the failure. With the end values of κ and the same heat capacity, the relaxation time would lie between 8.4 and 11.1 s.

Radiation from polished sides, with a rough emissivity of 0.2 and surroundings at 300 K, removes 0.76 W. In the constant-κ model it lowers the mean temperature of the middle cross-section by 0.25 K and the production by conduction in the bar by 0.12 mW/K, small beside the differences of 25.7 K and 6.6 mW/K at issue. This estimate leaves out convection, so it applies to a bar in vacuum. Thermal strain differs by about 0.5 % between the ends. Contact resistance does not enter, provided that 600 K and 300 K are the temperatures of the bar's own end faces. The complete set of values is in the numerical output.

For such a bar the profile should be found from energy conservation, with the measured κ(T). Minimising the entropy production gives the same profile only if κT² is constant over the range, and otherwise a different one. For constant κ the midpoint error, as a fraction of T_h − T_c, is ½ tanh(u/4), which grows with u = ln(T_h/T_c).

Numbers as computed

```
Two-force example (dimensionless), X1 = 1 fixed, X2 free
 symmetric: L = [[2.0, 1.0], [1.0, 3.0]]
  least sigma: X2 = -0.3333, sigma = 1.6667, J2 = 0.0000
  steady     : X2 = -0.3333, sigma = 1.6667
 with antisymmetric part: L = [[2.0, 1.5], [0.5, 3.0]]
  least sigma: X2 = -0.3333, sigma = 1.6667, J2 = -0.5000
  steady     : X2 = -0.1667, sigma = 1.7500
Bar, constant kappa
 length 20 mm, section 20 mm x 20 mm, kappa 17.0 W/(m K)
 ends 600 K and 300 K, u = 0.69315, kappa A/length = 0.340 W/K
 single block: steady 450.00 K, least production 424.26 K
 midpoint, steady profile: 450.00 K
 midpoint, least-production profile: 424.26 K
 steady heat current: 102.00 W
 least-production profile: hot-end current 141.40 W, cold-end 70.70 W
 heat to be removed through the sides: 70.70 W
 P steady = 170.00 mW/K, P least = 163.35 mW/K
 gap = 6.65 mW/K, ratio = 1.04068
 kappa ~ T^-2: midpoint least 400.00 K, steady 400.00 K
Excess of steady over least production, cold end 300 K
 hot end 310 K: 0.0090 %, u^2/12 = 0.0090 %
 hot end 400 K: 0.6916 %, u^2/12 = 0.6897 %
 hot end 600 K: 4.0684 %, u^2/12 = 4.0038 %
Transients, constant kappa
 heat capacity 4.0 MJ/(m^3 K), relaxation time 9.54 s
 exponential start, t = 0.00 s: P = 163.35 mW/K
 exponential start, t = 4.77 s: P = 164.46 mW/K
 exponential start, t = 9.54 s: P = 166.07 mW/K
 exponential start, t = 28.61 s: P = 169.37 mW/K
 start with 1/T linear: P = 170.00 mW/K, lowest 163.45 mW/K at 6.5 s, end 169.99 mW/K
Effects left out (rough steel values)
 kappa(T): slope 0.016 W/(m K^2), 14.6 to 19.4 W/(m K)
  midpoint steady 460.54 K, least 429.53 K
  P steady 170.00 mW/K, P least 160.44 mW/K, ratio 1.05959
  relaxation time with end values of kappa: 8.4 to 11.1 s
 radiation, emissivity 0.2, surroundings 300 K: 0.76 W lost
  midpoint shift -0.25 K, change of P in the bar -0.118 mW/K
 expansion 17e-6 per K: thermal strain differs by 0.51 % between the ends
```
